# The Uehling Potential and Its Low-Z Shift of s Levels, part 2

An electron near a fixed point nucleus of charge $Ze$ has the Coulomb energy $V_C=-Z\alpha\hbar c/r$, with $\alpha$ the fine-structure constant. The nuclear field polarizes the vacuum, and the induced charge adds the Uehling potential $V_U$. Units are $\hbar=c=m=1$ unless others are written, with $m$ the electron mass; the unit of length is $ƛ=\hbar/(mc)$, written `lambda_C` in the final listing. To first order in $\alpha$ and in the nuclear field,

$$
V_U(r)=-\frac{Z\alpha}{r}\,\frac{2\alpha}{3\pi}\,G(r),\qquad
G(x)=\int_1^\infty dt\,e^{-2xt}f(t),
$$

with $f(t)=(1+1/(2t^2))\sqrt{t^2-1}/t^2$. Here $2t=M$ is the invariant mass of a virtual electron-positron pair.

With $J_k=\int_1^\infty dt\,\sqrt{t^2-1}/t^k$, the integrals needed are $J_3=\pi/4$, $J_4=1/3$ and

$$
\int_1^\infty\frac{f}{t^2}dt=\frac25,\qquad
\int_1^\infty\frac{f}{t^3}dt=\frac{5\pi}{64},\qquad
\int_1^\infty\frac{f}{t^4}dt=\frac{6}{35}.
$$

An atomic orbital is much larger than $ƛ$ for small $Z\alpha$, so an $ns$ electron feels mainly the volume integral of $V_U$. By dimensions this is $-C\,\alpha(Z\alpha)\,mc^2ƛ^3$, with the number $C$ still to be found.

The final listing also checks the response $\chi(q)$, the induced number density of the filled Dirac sea per unit of potential energy at wave number $q$. It was found as an integral over the momenta of the sea states and in the spectral form

$$
\chi(q)=-\frac{q^2}{6\pi^2}\,I(q),\qquad
I(q)=\int_2^\infty dM\,\frac{M}{M^2+q^2}\,\beta\left(1+\frac{2}{M^2}\right),
$$

with $\beta=\sqrt{1-4/M^2}$. In momentum space $V_U/V_C=(2\alpha/3\pi)[I(0)-I(q)]$. Only differences of $\chi/q^2$ between two values of $q$ are finite. A separate test of $\chi$ diagonalizes a finite set of coupled Dirac momentum states.

**Short distance.** At $x=0$ the integral for $G$ diverges, because $f\to1/t$ at large $t$. Separate that part:

$$
G(x)=\int_1^\infty dt\,\frac{e^{-2xt}}{t}+\int_1^\infty dt\,e^{-2xt}\left(f-\frac1t\right).
$$

With $z=2x$ and $u=zt$ the first integral is $\int_z^\infty du\,e^{-u}/u$. Integrate by parts and use $\int_0^\infty du\,e^{-u}\ln u=-\gamma$, with $\gamma$ Euler's constant:

$$
\int_z^\infty du\,\frac{e^{-u}}{u}=-e^{-z}\ln z-\gamma-\int_0^z du\,e^{-u}\ln u=-\ln z-\gamma+z+\dots
$$

The terms $z\ln z$ from the first and last parts cancel.

In the second integral, $f-1/t$ falls as $t^{-5}$, so the exponential may be expanded to first order in $x$. For the constant term,

$$
\int_1^\infty dt\left(\frac{\sqrt{t^2-1}}{t^2}-\frac1t\right)
=\left[\ln\frac{t+\sqrt{t^2-1}}{t}-\frac{\sqrt{t^2-1}}{t}\right]_1^\infty=\ln2-1,
$$

and $\tfrac12J_4=\tfrac16$ is added, which gives $\ln2-\tfrac56$. For the linear term,

$$
\int_1^\infty dt\,(tf-1)=\left[\sqrt{t^2-1}-\arccos\frac1t-t\right]_1^\infty+\frac12J_3
=1-\frac\pi2+\frac\pi8=1-\frac{3\pi}{8}.
$$

The linear terms add up to $2x-2x(1-3\pi/8)=3\pi x/4$, and $\ln2$ cancels against $-\ln(2x)$. Hence

$$
G(x)=-\ln x-\gamma-\frac56+\frac{3\pi}{4}x+\dots\qquad(x\to0).
$$

Close to the nucleus the effective charge grows logarithmically. For a real nucleus this law ends where its finite size is felt.

**Long distance.** For large $x$ the exponential restricts $t$ to the neighbourhood of 1. Put $t=1+u$. The factors of $f$ are, to first order beyond the leading one,

$$
\sqrt{t^2-1}=\sqrt{2u}\left(1+\frac u4\right),\qquad t^{-2}=1-2u,\qquad
1+\frac1{2t^2}=\frac32\left(1-\frac{2u}{3}\right).
$$

Their product is $f=\tfrac32\sqrt{2u}\,(1-\tfrac{29}{12}u)$. Now $\int_0^\infty du\,\sqrt u\,e^{-2xu}=\sqrt\pi/(4\sqrt2\,x^{3/2})$, and the mean of $u$ with this weight is $3/(4x)$. Therefore

$$
G(x)=\frac{3\sqrt\pi}{8}\,\frac{e^{-2x}}{x^{3/2}}\left(1-\frac{29}{16x}+\dots\right)\qquad(x\to\infty).
$$

The exponent $2r/ƛ$ reflects the lowest pair mass $2m$. Multiplied by $2\alpha/(3\pi)$, the leading form gives

$$
V_U\to-\frac{Z\alpha\hbar c}{r}\,\frac{\alpha}{4\sqrt\pi}\,\frac{e^{-2r/ƛ}}{(r/ƛ)^{3/2}} .
$$

**Where each form can be used.** The computed values below give the leading forms without their correction terms.

| $r/ƛ$ | $G$ | short form | long form |
|---|---|---|---|
| 0.01 | 3.218 | 3.195 | – |
| 0.1 | 1.114 | 0.892 | – |
| 1 | 0.03593 | – | 0.08995 |
| 10 | $3.693\times10^{-11}$ | – | $4.332\times10^{-11}$ |

Relative to $G$, the short form is 0.7% low at $0.01ƛ$ and 20% low at $0.1ƛ$. With its linear term it gives $0.892+0.236=1.128$ at $0.1ƛ$, which is 1.3% high. The long form is still 17% high at $10ƛ$, where the potential is already negligible for most purposes: $V_U$ is there $5.7\times10^{-14}$ of the Coulomb energy. Near $r=ƛ$ neither leading form is usable, and $G$ has to be integrated.

For that integral, $t=\cosh y$ removes the square root at the threshold:

$$
G(x)=\int_0^\infty dy\,e^{-2x\cosh y}\,\tanh^2y\left(1+\frac{1}{2\cosh^2y}\right).
$$

The integrand is smooth and even in $y$, and the trapezoidal rule suits it. The upper limit must satisfy $2x\cosh y\gg1$, so it grows as $\ln(1/x)$. At large $x$ it is best to take out $e^{-2x}$ and to use $\cosh y-1=2\sinh^2(y/2)$.

**The contact strength.** The volume integral of the potential is

$$
\int d^3r\,V_U=-Z\alpha\,\frac{2\alpha}{3\pi}\int_1^\infty dt\,f(t)\,4\pi\int_0^\infty dr\,r\,e^{-2tr}.
$$

The radial integral is $1/(4t^2)$, and the moment $2/5$ gives

$$
\int d^3r\,V_U=-\frac{2\alpha(Z\alpha)}{3}\cdot\frac25=-\frac{4}{15}\,\alpha(Z\alpha).
$$

In ordinary units this is multiplied by $mc^2ƛ^3$. Thus $C=4/15$. For a wave function that varies slowly over $ƛ$, the potential acts as

$$
V_U\simeq-\frac{4}{15}\,\alpha(Z\alpha)\,mc^2ƛ^3\,\delta^3(\mathbf r).
$$

**Density at the nucleus.** Let $u(r)$ be the normalized radial function of a Schrödinger $s$ state, $\psi=u/(\sqrt{4\pi}\,r)$. It obeys $u''=2(W-\varepsilon)u$ with $W=-Z\alpha/r$ and level energy $\varepsilon$. Multiply by $u'$ and integrate from 0 to infinity. The left side is $-u'(0)^2/2$. The right side is $\int(W-\varepsilon)(u^2)'dr=-\langle W'\rangle$, because $u\propto r$ at the origin removes the boundary term. Since $|\psi(0)|^2=u'(0)^2/(4\pi)$,

$$
|\psi(0)|^2=\frac{\langle W'\rangle}{2\pi}=\frac{Z\alpha}{2\pi}\left\langle\frac1{r^2}\right\rangle .
$$

The mean of $1/r^2$ follows from the level formula $\varepsilon=-(Z\alpha)^2/[2(n_r+l+1)^2]$, where $n_r$ is the number of radial nodes. The radial Hamiltonian contains $l(l+1)/(2r^2)$. The derivative of the energy with respect to $l$, at fixed $n_r$, equals the mean of the derivative of the Hamiltonian:

$$
\frac{(Z\alpha)^2}{n^3}=\frac{2l+1}{2}\left\langle\frac1{r^2}\right\rangle .
$$

For $l\to0$ this is $\langle1/r^2\rangle=2(Z\alpha)^2/n^3$, and so $|\psi(0)|^2=(Z\alpha)^3/(\pi n^3)$.

**The level shift.** First-order perturbation theory with the contact form gives the product of the two results:

$$
\Delta E_{ns}=-\frac{4\,\alpha(Z\alpha)^4}{15\pi n^3}\,mc^2\qquad(Z\alpha\ll1).
$$

Three of the four powers of $Z\alpha$ come from the density and one from the strength of the nuclear field. This is the Uehling part of the shift alone. The self-energy of the electron also contributes to the Lamb shift and needs its own calculation.

**The first correction.** The density is not constant over the range of $V_U$. Near the origin the radial equation reads $u''\simeq-2Z\alpha$ for $u\simeq r$, so $u=r(1-Z\alpha r+\dots)$ and

$$
|\psi(r)|^2=|\psi(0)|^2(1-2Z\alpha r+\dots).
$$

The level energy enters at the next order, so the slope is the same for every $n$. The mean radius of the potential, with $r^2V_U\propto rG$ as the weight, is

$$
\langle r\rangle_U=\frac{\int dt\,f\,(1/4t^3)}{\int dt\,f\,(1/4t^2)}=\frac{5\pi/64}{2/5}=\frac{25\pi}{128}=0.614 .
$$

That is 237 fm, while the Bohr radius of hydrogen is $137ƛ$. The shift becomes

$$
\Delta E_{ns}=-\frac{4\,\alpha(Z\alpha)^4}{15\pi n^3}\,mc^2\left[1-\frac{25\pi}{64}Z\alpha+\dots\right].
$$

The program tests this coefficient for $n=1,2,3$ by radial quadrature. For 1s the Schrödinger density $4(Z\alpha)^3r^2e^{-2Z\alpha r}$ even allows the radial integral to be done for any $Z\alpha$:

$$
\Delta E_{1s}=-\frac{2\alpha(Z\alpha)^4}{3\pi}\int_1^\infty dt\,\frac{f(t)}{(t+Z\alpha)^2},
$$

and the expansion of the denominator returns the two terms above.

**The 2p level.** Its Schrödinger radial density is $(Z\alpha)^5r^4e^{-Z\alpha r}/24$. To leading order the last exponential is 1 over the range of $V_U$, and

$$
\Delta E_{2p}=-Z\alpha\,\frac{2\alpha}{3\pi}\,\frac{(Z\alpha)^5}{24}\int_1^\infty dt\,f\,\frac{6}{(2t)^4}
=-\frac{\alpha(Z\alpha)^6}{560\pi}.
$$

This is smaller than the 2s shift by a factor of order $(Z\alpha)^2$. It is an estimate of size only. In the Dirac description the small component of $2p_{1/2}$ is $s$-like and of relative amplitude $Z\alpha$, so its density at the nucleus contributes at the same order, and it is in fact the larger part. For small $Z\alpha$ and $r$ of order 1, the large and small radial functions of $2p_{1/2}$ obey $P'+P/r\simeq2Q$, so $P=Nr^2$ gives $Q=\tfrac32Nr$. The density $Q^2$ is weighted by $\tfrac94\cdot\tfrac14\cdot\tfrac25=\tfrac9{40}$ and $P^2$ by $\tfrac6{16}\cdot\tfrac6{35}=\tfrac9{140}$. Their ratio is $7/2$, so the $2p_{1/2}$ shift is $9/2$ times the value above to leading order.

**Hydrogen 2s.** Here $Z=1$, $n=2$, $1/\alpha=137.036$ and $mc^2/h=1.23559\times10^{14}$ MHz. The prefactor is $4/(15\pi\cdot8)=1/(30\pi)$:

$$
\frac{\Delta E_{2s}}{h}=-\frac{1.23559\times10^{14}\ \text{MHz}}{30\pi\,(137.036)^5}=-27.13\ \text{MHz},
$$

or $-0.1122\ \mu$eV. The full Schrödinger density gives $-26.89$ MHz. The ratio of the two is 0.9911, and the first correction, $1-25\pi\alpha/64$, gives 0.9910.

The proton has a finite mass $m_p$. The density at the nucleus scales with the cube of the reduced mass, whereas the virtual pairs keep the electron mass. The resulting factor $(1+m/m_p)^{-3}=0.99837$ brings the shift to $-26.84$ MHz. All these values round to $-27$ MHz. Other recoil effects, the size of the proton and higher orders in $\alpha$ are left out. So is the relativistic correction to the density: the Dirac 2s density adds about 0.01 MHz of binding, which gives $-26.90$ MHz for a fixed proton and $-26.85$ MHz with the mass factor. For 2p and a fixed proton the Schrödinger density gives $-77$ Hz. With its small component included, the $2p_{1/2}$ level is shifted about 4.5 times as much, by about $-0.35$ kHz.

**Where low Z ends.** For heavier one-electron ions the density must come from the Dirac equation. For 1s and a point nucleus, with $g=\sqrt{1-(Z\alpha)^2}$, the normalized radial density is

$$
\rho(r)=\frac{(2Z\alpha)^{2g+1}}{\Gamma(2g+1)}\,r^{2g}e^{-2Z\alpha r}.
$$

To verify it, take the large and small radial functions as $P=r^ge^{-Z\alpha r}$ and $Q=-[(1-g)/(Z\alpha)]P$, with level energy $g$. They satisfy

$$
P'-\frac Pr=\left(g+1+\frac{Z\alpha}{r}\right)Q,\qquad
Q'+\frac Qr=-\left(g-1+\frac{Z\alpha}{r}\right)P .
$$

In the first equation the left side is $[(g-1)/r-Z\alpha]P$, and the right side agrees because $(1+g)(1-g)=(Z\alpha)^2$. The second works in the same way. Both functions have the same shape, so $P^2+Q^2$ is proportional to $r^{2g}e^{-2Z\alpha r}$.

The 1s shifts, divided by the leading formula, are:

| $Z$ | leading (eV) | Schrödinger | Dirac |
|---|---|---|---|
| 1 | $-8.98\times10^{-7}$ | 0.991 | 0.991 |
| 15 (P) | $-0.0454$ | 0.880 | 0.916 |
| 82 (Pb) | $-40.6$ | 0.553 | 1.278 |

Two effects compete. The finite range of $V_U$ lowers the shift, as the Schrödinger column shows. The Dirac density raises it: its ratio to the Schrödinger density is $2(2Z\alpha r)^{2g-2}/\Gamma(2g+1)$, which grows without limit as $r\to0$. For phosphorus the Dirac result is 8% below the leading formula, and for lead it is 28% above. The ratio therefore passes through 1 at some $Z$ between them. Agreement there is a cancellation and does not show that the contact formula is valid.

For the lead ion the Dirac density gives $40.6\times1.278\approx52$ eV of extra binding. This value is for a point nucleus. A uniformly charged sphere of radius 7.1 fm, used in both the wave function and the Uehling potential, lowers it by about 1.2 eV, to 50.7 eV. The self-energy and higher orders in the nuclear field are also left out, and at $Z\alpha\approx0.6$ they may not be assumed small without a calculation.

## Calculated quantities

```
1/alpha = 137.035999
m c^2 / h = 1.235590e+14 MHz
m c^2 = 510998.951 eV
reduced Compton wavelength = 386.159 fm
chain response, diagonalization = -0.3323115 (m=1 units)
chain response, pair sum        = -0.3323114 (m=1 units)
chi/q^2 at q=3 minus q=1, momentum integral = 0.007009339
chi/q^2 at q=3 minus q=1, spectral form     = 0.007009339
V_U/V_C at q=3 minus q=1, from V_U(r)   = 6.427651e-04
V_U/V_C at q=3 minus q=1, from response = 6.427651e-04
x=r/lambda_C | G | short form | long form | V_U/V_Coulomb
 0.001 | 5.49956e+00 | 5.49721e+00 | 2.09767e+04 | 8.5163e-03
 0.010 | 3.21803e+00 | 3.19462e+00 | 6.51509e+02 | 4.9833e-03
 0.100 | 1.11360e+00 | 8.92036e-01 | 1.72087e+01 | 1.7245e-03
 1.000 | 3.59327e-02 | -1.41055e+00 | 8.99533e-02 | 5.5643e-05
 3.000 | 2.05728e-04 | -2.50916e+00 | 3.17072e-04 | 3.1858e-07
10.000 | 3.69342e-11 | -3.71313e+00 | 4.33228e-11 | 5.7194e-14
next short-distance coefficient = 2.35604 (3 pi/4 = 2.35619)
next long-distance coefficient = -1.8103 (-29/16 = -1.8125)
moments of f/t^2, f/t^3, f/t^4 = 0.40000000, 0.24543693, 0.17142857
mean radius of V_U = 0.61359 lambda_C = 236.9 fm
Bohr radius = 137.036 lambda_C
H 1s leading shift = -217.030 MHz
H 2s leading shift = -27.1288 MHz = -0.11220 micro-eV
H 2s, full Schroedinger density = -26.8874 MHz
H 2s, ratio full/leading = 0.991104
1 - (25 pi/64) alpha = 0.991045
reduced-mass factor = 0.998368
H 2s, full density times mass factor = -26.8435 MHz
H 2p, Schroedinger density = -76.55 Hz
1s, one-electron ion: Z | leading eV | Schr./leading | Dirac/leading
  1 | -8.97564e-07 | 0.99111 | 0.99143
 15 | -4.54392e-02 | 0.87955 | 0.91615
 82 | -4.05808e+01 | 0.55259 | 1.27831
Pb 1s, Dirac density = -51.875 eV
```
